# Downsampling the exchange q mesh: folded interactions, insulators and metals

## What translation symmetry fixes

Let the orbitals of a crystal be known on a mesh of \(N_1\times N_2\times N_3\) k points. Exact exchange couples each k to every k−q. To save work, keep every \(C_i\)-th transfer q along direction \(i\), where \(C_i\) divides \(N_i\), and set \(M_i=N_i/C_i\). The remaining transfers are

\[
\mathbf q=\sum_i \frac{j_i}{M_i}\,\mathbf b_i,\qquad j_i=0,\dots,M_i-1,
\]

with \(\mathbf b_i\) the primitive reciprocal vectors. Let \(\mathbf L=\sum_i n_iM_i\mathbf a_i\), with integer \(n_i\), be a translation of the supercell of \(M_1\times M_2\times M_3\) cells. Since \(\mathbf a_i\cdot\mathbf b_j=2\pi\delta_{ij}\), the product \((\mathbf q+\mathbf G)\cdot\mathbf L\) is a multiple of \(2\pi\) for every reciprocal lattice vector G. Any interaction assembled from the plane waves \(e^{-i(\mathbf q+\mathbf G)\cdot\mathbf d}\) is therefore unchanged by \(\mathbf d\to\mathbf d+\mathbf L\).

This settles the form of the answer. Downsampling makes the interaction periodic over the smaller supercell. It does not truncate it there: a truncated interaction vanishes at large separation, and a periodic one does not. The distinction decides how the scheme behaves in metals.

## Definitions

Hartree atomic units are used. The system is a closed shell, the occupied orbitals are held fixed, and energies are for full exchange; a hybrid functional multiplies them by its mixing fraction.

Take orthonormal localized orbitals \(a,b\) at positions \(\boldsymbol\tau_a,\boldsymbol\tau_b\) in the cell, and neglect products of different orbitals in the interaction. Let \(P_{ab}(\mathbf k)\) be the one-spin density matrix, periodic in k, and write \(\mathcal N=\prod N_i\), \(\mathcal M=\prod M_i\), \(\mathcal C=\prod C_i\). In real space

\[
\gamma_{ab}(\mathbf R)=\frac1{\mathcal N}\sum_{\mathbf k}P_{ab}(\mathbf k)e^{-i\mathbf k\cdot\mathbf R},
\qquad \mathbf d=\mathbf R+\boldsymbol\tau_b-\boldsymbol\tau_a .
\]

The exchange operator multiplies the density matrix by minus the interaction, \(K_{ab}(\mathbf R)=-\gamma_{ab}(\mathbf R)v(\mathbf d)\). The energy is half the trace of \(\gamma K\) for each spin. Two equal spins cancel the half, so per cell

\[
E=-\sum_{\mathbf R,ab}|\gamma_{ab}(\mathbf R)|^2\,v(\mathbf d).
\]

The lattice sum of the interaction is, by Poisson summation,

\[
W_{ab}(\mathbf q)=\sum_{\mathbf R}v(\mathbf d)e^{i\mathbf q\cdot\mathbf R}
=\frac1\Omega\sum_{\mathbf G}v(\mathbf q+\mathbf G)
e^{-i(\mathbf q+\mathbf G)\cdot(\boldsymbol\tau_b-\boldsymbol\tau_a)},
\]

where \(\Omega\) is the cell volume and \(v(\mathbf q)\) the Fourier transform of \(v\). The downsampled operator is

\[
K_{ab}(\mathbf k)=-\frac1{\mathcal M}\sum_{\mathbf q\ \rm coarse}W_{ab}(\mathbf q)P_{ab}(\mathbf k-\mathbf q).
\]

The weight is \(1/\mathcal M\), not \(1/\mathcal N\), because \(\mathcal M\) points now represent the whole zone.

## Derivation of the folding

Transform the operator to real space and split the phase as \(e^{-i\mathbf k\cdot\mathbf R}=e^{-i\mathbf q\cdot\mathbf R}e^{-i(\mathbf k-\mathbf q)\cdot\mathbf R}\):

\[
K_{ab}(\mathbf R)=-\left[\frac1{\mathcal M}\sum_{\mathbf q}W_{ab}(\mathbf q)e^{-i\mathbf q\cdot\mathbf R}\right]
\left[\frac1{\mathcal N}\sum_{\mathbf k}P_{ab}(\mathbf k-\mathbf q)e^{-i(\mathbf k-\mathbf q)\cdot\mathbf R}\right].
\]

Every coarse q is a difference of two mesh points, so k−q runs over the full k mesh once. The second bracket is \(\gamma_{ab}(\mathbf R)\) for each q. In the first, insert the lattice sum for \(W\) with summation vector R′. The factor

\[
\frac1{\mathcal M}\sum_{\mathbf q}e^{i\mathbf q\cdot(\mathbf R'-\mathbf R)}
\]

is one if R′−R is a small-supercell translation and zero otherwise. Hence

\[
K_{ab}(\mathbf R)=-\gamma_{ab}(\mathbf R)\,v_M(\mathbf d),\qquad
v_M(\mathbf d)=\sum_{\mathbf L}v(\mathbf d+\mathbf L).
\]

The density matrix keeps the resolution of the full k mesh; the interaction alone is folded. The full mesh gives the same formula with \(v_N\), folded over the large supercell.

Neglecting orbital products is not essential. In continuous space, multiplying \(\gamma(\mathbf r,\mathbf r')\) by \(e^{i(\mathbf q+\mathbf G)\cdot(\mathbf r-\mathbf r')}\) moves its component at k−q to k. The downsampled sum is then \(-\gamma(\mathbf r,\mathbf r')v_M(\mathbf r-\mathbf r')\) by the same argument.

**Twist average.** A coarse q connects only k points that differ by coarse vectors. The k mesh thus splits into \(\mathcal C\) separate sets \(\boldsymbol\theta+\mathbf p\), with p coarse. Since \(\mathcal N=\mathcal C\mathcal M\),

\[
E_M=\frac1{\mathcal C}\sum_{\boldsymbol\theta}\left[-\frac1{\mathcal M^2}\sum_{\mathbf p\mathbf p',ab}
W_{ab}(\mathbf p-\mathbf p')P^*_{ab}(\boldsymbol\theta+\mathbf p)P_{ab}(\boldsymbol\theta+\mathbf p')\right].
\]

Each bracket is the exchange energy per primitive cell of one small supercell with boundary phase θ, that is, the supercell energy divided by \(\mathcal M\). The projectors come from the full calculation. In a metal they share one Fermi level, so different twists may hold different numbers of electrons.

## Algorithm and cost

```
require N_i mod C_i = 0;  M_i = N_i / C_i
K = 0
for each j with 0 <= j_i < M_i:
    m_i = C_i * j_i
    q   = sum_i (m_i / N_i) * b_i
    W   = kernel matrix at q, summed over G
    for each k-mesh index n:
        K[n] -= W * P[(n - m) mod N] / (M1*M2*M3)
E = sum over n,a,b of conj(P_ab[n])*K_ab[n] / (N1*N2*N3)
```

The product `W * P` is taken element by element. With a finite cutoff on G, q should first be moved to the zone centred on zero. In a plane-wave code, wrapping k−q back into the mesh also shifts the plane-wave indices of that orbital.

The number of k pairs falls from \(\mathcal N^2\) to \(\mathcal N\mathcal M=\mathcal N^2/\mathcal C\). For a \(24^3\) mesh and a factor 2 per direction, it falls from \(13824^2=1.91\times10^8\) to \(13824\times1728=2.39\times10^7\), a factor of 8. The \(\mathcal C\) sets exchange no orbitals with each other during this step and can be distributed separately.

**Stability.** If all \(v(\mathbf q+\mathbf G)\ge0\), each \(W(\mathbf q)\) is a sum of positive semidefinite matrices of rank one. Its elementwise product with the positive semidefinite \(P\) is again positive semidefinite. The downsampled \(K(\mathbf k)\) therefore has no positive eigenvalue. Energy and operator must use the same \(v_M\); otherwise the operator is not the derivative of the energy, and a self-consistent cycle does not minimize the printed energy.

## The error, and why screening alone is not enough

Subtracting the full-mesh energy gives

\[
E_M-E_N=-\sum_{\mathbf R,ab}|\gamma_{ab}(\mathbf R)|^2\,[v_M(\mathbf d)-v_N(\mathbf d)].
\]

For the screened interaction \(v(r)=\operatorname{erfc}(\omega r)/r>0\), the bracket is a sum of positive terms: the images at small-supercell translations that are not large-supercell translations. Downsampling then makes the exchange energy too negative, or leaves it unchanged.

The added images act at every separation, with two limiting places. The separations between them also count: in the lattice insulator below, those at \(L/3\) or farther from both \(\mathbf d=0\) and every image site supply 44% of the screened error at C = 4 and 47% at C = 3.

- Near \(\mathbf d=0\), the density matrix is large but the image at L contributes its weak tail \(v(L)\). Screening suppresses this part.
- Near \(\mathbf d=-\mathbf L\), the image interaction is at full strength and multiplies \(|\gamma(\mathbf L)|^2\). Screening sets the prefactor of this part, which is the integral of \(v\) when \(|\gamma|^2\) varies little over the range of \(v\); its decay with \(L\) must come from the density matrix.

In an insulator whose hoppings decay exponentially, so that the gapped Hamiltonian is analytic in k, \(P(\mathbf k)\) is analytic in a strip around real k. Shifting the Fourier integral into that strip shows that \(\gamma\) decays exponentially. In a metal at zero temperature \(P\) jumps at the Fermi surface, and \(\gamma\) has an algebraic tail.

True truncation keeps \(v\) for separations inside the small cell and discards the rest. For a positive kernel it loses attraction, so its error is positive, and a short-ranged kernel does make it small. It cannot be had from the coarse q mesh: sampling the transform of a truncated kernel at coarse q periodically repeats that kernel. It needs the full q mesh.

## The bare kernel

For \(v(q)=4\pi/q^2\) the term q+G = 0 diverges. Dropping it adds a neutralizing background to each image. Take a cubic small supercell of edge \(L\). Near a point charge the resulting potential is \(1/r+\phi(\mathbf r)\), where \(\phi\) is smooth and \(\nabla^2\phi=4\pi/L^3\) because of the background. Cubic symmetry allows only \(\phi=\xi+\beta r^2+O(r^4)\), and \(\nabla^2r^2=6\) gives \(\beta=2\pi/(3L^3)\). Ewald summation gives

\[
\xi=-\frac{C_M}{L},\qquad C_M=2.837297 .
\]

The constant \(\xi\) is an artefact of the small cell and is subtracted, so \(C_M/L\) is added to the folded kernel. In the pseudocode this means setting \(v(\mathbf 0)=L^3\,C_M/L=C_ML^2\), because the term enters with weight \(1/(\mathcal M\Omega)=1/L^3\).

If each orbital carries a Gaussian charge of standard deviation \(s\) per direction, the separation of two such charges has variance \(2s^2\) per direction. The mean of \(r^2\) is then \(d^2+6s^2\). For an insulator whose \(\gamma\) is short compared with \(L\), the leading error relative to infinite range is

\[
\Delta E=-\frac{2\pi}{3L^3}\,Q,\qquad
Q=\sum_{\mathbf R,ab}|\gamma_{ab}(\mathbf R)|^2(d^2+6s^2).
\]

In a metal the tail of \(|\gamma|^2\) makes this moment diverge, and the law changes.

## Metallic rates from the electron gas

The uniform gas allows exact integration over k while q stays on a coarse mesh of spacing \(2\pi/L\). Let \(f(q)\) be the shared fraction of two Fermi spheres of radius \(k_F\) displaced by \(q\). The overlap consists of two caps:

\[
2\pi\int_{q/2}^{k_F}(k_F^2-z^2)\,dz
=2\pi k_F^3\left(\tfrac23-x+\tfrac{x^3}3\right),\qquad x=\frac q{2k_F}.
\]

Division by \(4\pi k_F^3/3\) gives \(f=1-\frac32x+\frac12x^3\) for \(x<1\), and zero beyond. The energy per electron is

\[
\varepsilon_L=-\frac1{2L^3}\sum_{\mathbf q}v(q)f(q),
\]

where the half arises because each spin holds half the electrons.

**Bare kernel.** At small q,

\[
v f=\frac{4\pi}{q^2}-\frac{3\pi}{k_Fq}+O(q).
\]

For the first term, the sum without q = 0 minus the integral is \(\xi\), which the correction removes. For the second, put \(\mathbf q=2\pi\mathbf n/L\). The regularized difference between \(\sum_{\mathbf n\ne0}1/|\mathbf n|\) and its integral is the same Ewald constant, \(-C_M\). Thus the sum of \(1/q\) with weight \(L^{-3}\) errs by \(-C_M/(2\pi L^2)\), and

\[
\Delta\varepsilon_{\rm bare}\simeq-\frac12\left(-\frac{3\pi}{k_F}\right)\left(-\frac{C_M}{2\pi L^2}\right)
=-\frac{3C_M}{4k_FL^2}.
\]

**Screened kernel.** The one-spin density matrix at large r is \(-k_F\cos(k_Fr)/(2\pi^2r^2)\). Square it and divide by the one-spin density \(k_F^3/(6\pi^2)\):

\[
g(r)\simeq\frac{3\cos^2(k_Fr)}{2\pi^2k_Fr^4}
=\frac{3[1+\cos(2k_Fr)]}{4\pi^2k_Fr^4}.
\]

The folding error is \(-\frac12\sum_{\mathbf L\ne0}\int v(r)g(|\mathbf r+\mathbf L|)\,d^3r\). When \(\omega L\gg1\), the smooth part of \(g\) hardly varies over the range of \(v\), and the integral supplies \(v(q=0)=\pi/\omega^2\). With \(S_4=\sum_{\mathbf n\ne0}|\mathbf n|^{-4}=16.5323\), obtained by a direct sum with an integral for the tail,

\[
\Delta\varepsilon_{\rm scr}\simeq-\frac12\,\frac{\pi}{\omega^2}\,\frac{3}{4\pi^2k_F}\,\frac{S_4}{L^4}
=-\frac{3S_4}{8\pi k_F\omega^2L^4}.
\]

The oscillating part has the same power of \(L\) but carries the weight \(v(2k_F)\), which is small compared with \(v(0)\) if \(k_F\gg\omega\).

The ratio of the two laws is \(S_4/(2\pi C_M\omega^2L^2)=0.93/(\omega L)^2\). Screening therefore helps a metal once \(\omega L\) is well above one, through a higher power and not through an exponential.

Take \(r_s=4\) bohr, so \(k_F=0.47979\) bohr\(^{-1}\), and \(\omega=0.11\) bohr\(^{-1}\). At \(L=144\) bohr the bare law gives

\[
-\frac{3\times2.837297}{4\times0.47979\times144^2}=-2.139\times10^{-4}\ \text{hartree},
\]

and the explicit q sum errs by \(-2.142\times10^{-4}\) hartree per electron. The screened law gives \(-7.91\times10^{-7}\) hartree, against \(-8.20\times10^{-7}\) from the sum. For \(L\) of 48, 72, 96 and 144 bohr the ratio of screened error to law is 1.014, 1.028, 0.996 and 1.037. Two corrections account for most of these deviations. The oscillating part adds \([v(2k_F)/v(0)]\sum_{\mathbf n\ne0}\cos(2k_FL|\mathbf n|)\,|\mathbf n|^{-4}/S_4\) with \(v(2k_F)/v(0)=0.053\), which is −0.017, +0.015, −0.011 and +0.034. The smooth part also varies over the range of \(v\): the mean of \(r^2\) under \(v\) is \(3/(4\omega^2)\) and \(\nabla^2r^{-4}=12r^{-6}\), which adds \(3S_6/(2S_4\omega^2L^2)=0.76/(\omega L)^2\) with \(S_6=\sum_{\mathbf n\ne0}|\mathbf n|^{-6}=8.40\). Together they give 1.010, 1.027, 0.996 and 1.037.

## One Hamiltonian, two fillings

A lattice model shows the effect of a gap. A cubic cell of edge \(a=6\) bohr has one orbital at the corner with level \(+\Delta\) and one at the centre with level \(-\Delta\). Hopping \(-t\) joins each to its eight nearest neighbours. With \(\Delta=0.05\) and \(t=0.01\) hartree the bands are

\[
\pm\sqrt{\Delta^2+|h|^2},\qquad |h|=8t\prod_i|\cos(k_ia/2)|.
\]

The orbitals carry Gaussian charges with \(s=1\) bohr, which multiplies \(v(q)\) by \(e^{-s^2q^2}\). The mesh is \(24^3\). A full lower band gives an insulator with 2 electrons per cell. Filling that band only up to \(-0.06\) hartree gives a metal with 0.492 electrons per cell.

The table lists errors in hartree per cell relative to the full mesh. The bare columns include the Madelung correction, with the edge of each mesh's own supercell.

| C | L (bohr) | insulator, screened | insulator, bare | metal, screened | metal, bare |
|---|---|---|---|---|---|
| 2 | 72 | −1.1e−15 | −4.35e−5 | −3.6e−5 | −4.4e−4 |
| 3 | 48 | −5.7e−11 | −1.6e−4 | −1.0e−4 | −1.2e−3 |
| 4 | 36 | −3.2e−8 | −3.9e−4 | −2.1e−4 | −2.1e−3 |
| 6 | 24 | −8.2e−5 | −1.3e−3 | −1.1e−3 | −5.0e−3 |

At C = 2 the metal errs by −0.99 meV per cell with the screened kernel and by −12.0 meV with the bare one.

**Where the error comes from.** In the metal, pairs outside the small cell centred on \(\mathbf d=0\), meaning a separation of \(L/2\) or more along some axis, supply at least 95% of the screened error at every C listed. In the insulator they supply 3% at C = 6, where image tails acting on close pairs dominate, and 89% at C = 3. The order reverses because the tail of erfc falls faster than an exponential, while \(|\gamma|^2\) falls exponentially. True truncation of the screened kernel in the metal errs by only \(+3.8\times10^{-6}\) hartree at C = 6, against \(-1.1\times10^{-3}\) for folding.

**The insulating bare error.** The calculated moment is \(Q=8.868\) bohr². At \(L=72\) bohr,

\[
-\frac{2\pi}{3}\,\frac{8.868}{72^3}=-4.98\times10^{-5}\ \text{hartree},
\]

and the computed error from infinite range is \(-4.97\times10^{-5}\). The table shows a smaller value because the full mesh, with \(L=144\) bohr, has one eighth of this error itself.

**The metallic exponents.** If the bare error follows \(L^{-2}\) on both meshes, the differences at C = 3 and C = 2 should stand in the ratio \((9-1)/(4-1)=2.67\); the errors to three figures, \(-1.16\times10^{-3}\) and \(-4.43\times10^{-4}\) hartree, give 2.6. For \(L^{-4}\) the screened ratio should be \((81-1)/(16-1)=5.3\), but it is 2.8. The lattice data thus do not display the asymptotic screened law. The finite k mesh is responsible: with the same supercells of 48 and 72 bohr, meshes of \(48^3\), \(96^3\) and \(144^3\) points give ratios of 4.2, 4.9 and 5.4, against about 5.1 from the law. On these meshes the screened error at \(L=72\) bohr lies between \(-1.4\times10^{-5}\) and \(-1.7\times10^{-5}\) hartree, less than half the value in the table. The ratio does not approach the law monotonically: \(72^3\) and \(120^3\) points give 5.4 and 5.5, and on \(192^3\) and \(240^3\) points it stays near 5.3, about 5% above the law.

## Failure modes

- **Factor not dividing the mesh.** Every \(C_i\)-th mesh transfer still keeps k−q on the k mesh, but the kept transfers no longer form a uniform mesh. The phase sum in the first bracket is then no longer one or zero, and the folding formula fails. A uniform mesh of \(M_i\) transfers with \(M_i\) not dividing \(N_i\) fails instead at the second bracket, because k−q leaves the k mesh.
- **Madelung constant of the wrong cell.** The length is that of the small supercell. With step occupations \(\sum|\gamma|^2\) is half the electron number per cell, here 1 for the insulator. Using 144 instead of 72 bohr leaves an error of \(2.8373\,(1/72-1/144)=0.020\) hartree per cell, about four times the largest entry in the table.
- **Very weak screening.** The q = 0 term contributes \(-\pi/(2\omega^2L^3)\) per electron in the gas, which diverges as \(\omega\to0\) at fixed \(L\). For \(\omega L\lesssim2\) the finite value \(\pi/\omega^2\) is a poor quadrature weight, and the singular part needs a correction of the bare type. In the gas at \(L=72\) bohr the uncorrected screened error is 12 times the corrected bare error at \(\omega L=1\), 2.4 times at 1.5 and 0.54 times at 2, so the ratio law \(0.93/(\omega L)^2\) does not apply in this range.
- **Broken symmetry.** The folded kernel has the symmetry of the small supercell. Unequal factors along equivalent directions can split degenerate levels.
- **Insulator settings carried over to a metal.** At C = 3 the screened error is \(6\times10^{-11}\) hartree in the insulator and \(1\times10^{-4}\) in the metal, with the same kernel and mesh. For a metal, C should be set by repeating the calculation with a smaller factor.
